# Coalescence of a Coupled AB Pair under Mutual Exchange: a program that tests the result

```python
# Mutual exchange of a coupled AB spin pair (hbar = 1).
# H = a (I1z - I2z) + J I1.I2, a = delta/2; d rho/dt = -i[H,rho] + k (P rho P - rho) - R rho,
# P = spin permutation, k = rate of permutation events, R = 1/T2.
# I(w) = Re int_0^inf Tr[F- rho(t)]/4 exp(-iwt) dt with rho(0) = F+.
# Under test: I = Re(G+ + G-)/2, G+- = 1/(z + a^2/(z + 2k +- iJ)), z = R + iw;
# for R = 0 there is one maximum iff k >= kc = sqrt((delta^2 + 6 J^2)/8);
# for small R the flat-centre rate shifts by -3R(a^2+2J^2)(a^2+4J^2)/(4a^2(2a^2+3J^2)).
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy import constants as sc

sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.array([[1, 0], [0, -1]]) / 2
e2, e4, e16 = np.eye(2), np.eye(4), np.eye(16)
I1 = [np.kron(s, e2) for s in (sx, sy, sz)]
I2 = [np.kron(e2, s) for s in (sx, sy, sz)]
P = e4[[0, 2, 1, 3]]
m = np.diag(I1[2] + I2[2]).real
order = np.subtract.outer(m, m).ravel()
sq = np.where(np.isclose(order, 1))[0]
rest = np.where(~np.isclose(order, 1))[0]
f = (I1[0] + I2[0] + 1j * (I1[1] + I2[1])).ravel()[sq]

def commutator_super(a, J):
    H = a * (I1[2] - I2[2]) + J * sum(x @ y for x, y in zip(I1, I2))
    return -1j * (np.kron(H, e4) - np.kron(e4, H.T))

def full_liouvillian(a, J, k):
    return commutator_super(a, J) + k * (np.kron(P, P.T) - e16)

def liou(a, J, k):
    return full_liouvillian(a, J, k)[np.ix_(sq, sq)]

def resolvent(L, start, detect, w, R):
    w = np.atleast_1d(w)
    A = (R + 1j * w)[:, None, None] * np.eye(len(L)) - L
    rhs = np.tile(start[:, None], (len(w), 1, 1)).astype(complex)
    return np.linalg.solve(A, rhs)[:, :, 0] @ detect.conj()

def spectrum(a, J, k, w, R=0.0):
    return resolvent(liou(a, J, k), f, f, w, R).real / 4

def moment(a, J, k, n, R=0.0):
    # I(w) = M1 - M3 w^2 + M5 w^4 - ...
    M = np.linalg.inv(R * e4 - liou(a, J, k))
    return (f.conj() @ np.linalg.matrix_power(M, n) @ f).real / 4

grid = np.concatenate(([0.0], np.geomspace(1e-3, 30, 4000)))

def count_maxima(a, J, k, R=0.0):
    d = np.diff(spectrum(a, J, k, grid, R))
    return int(d[0] < 0) + 2 * int(np.sum((d[:-1] > 0) & (d[1:] < 0)))

def G(a, J, k, w, R, sign):
    z = R + 1j * w
    return 1 / (z + a**2 / (z + 2 * k + sign * 1j * J))

def kc(a, J):
    return np.sqrt((4 * a**2 + 6 * J**2) / 8)

def flat_rate(a, J, R=0.0):
    return brentq(lambda k: moment(a, J, k, 3, R), 0.7 * kc(a, J), 1.3 * kc(a, J), xtol=1e-14)

def slope(a, J):
    return -3 * (a**2 + 2 * J**2) * (a**2 + 4 * J**2) / (4 * a**2 * (2 * a**2 + 3 * J**2))

# lineshape: permutation superoperator, two-configuration model, closed form
rng = np.random.default_rng(1)
w = np.linspace(-5, 5, 41)
Tp, T0, Tm = e4[0], (e4[1] + e4[2]) / np.sqrt(2), e4[3]
up, dn = np.outer(Tp, T0).ravel()[sq], np.outer(T0, Tm).ravel()[sq]
for _ in range(6):
    a, J, k, R = rng.uniform(0.2, 2.0, 4) * np.array([1, 1, 1, 0.2])
    Lf = full_liouvillian(a, J, k)
    assert np.abs(Lf[np.ix_(rest, sq)]).max() < 1e-14
    L = liou(a, J, k)
    assert np.allclose(resolvent(L, up, up, w, R), G(a, J, k, w, R, +1), rtol=1e-10)
    assert np.allclose(resolvent(L, dn, dn, w, R), G(a, J, k, w, R, -1), rtol=1e-10)
    for Rx in (0.0, R):
        closed = (G(a, J, k, w, Rx, 1) + G(a, J, k, w, Rx, -1)).real / 2
        assert np.allclose(spectrum(a, J, k, w, Rx), closed, rtol=1e-9)
        La = commutator_super(a, J)[np.ix_(sq, sq)]
        Lb = commutator_super(-a, J)[np.ix_(sq, sq)]
        L2 = np.block([[La - k * e4, k * e4], [k * e4, Lb - k * e4]])
        ff = np.concatenate([f, f])
        assert np.allclose(resolvent(L2, ff / 2, ff, w, Rx).real / 4, closed, rtol=1e-9)
    assert np.allclose(spectrum(a, J, k, w), spectrum(a, J, k, -w), rtol=1e-9)
area = 2 * quad(lambda x: spectrum(1, 0.5, 0.4, x)[0], 0, np.inf, limit=200)[0]
assert abs(area - np.pi) < 1e-6

# symbolic: real part, I = 2 k a^2 / g, and the derivative identity for g
A, Js, K, W = sp.symbols('A J K W', positive=True)
total = 0
for sg in (1, -1):
    num = 2 * K + sp.I * (W + sg * Js)
    den = sp.expand(sp.I * W * num + A**2)
    reG = sp.re(sp.expand(num * sp.conjugate(den))) / sp.expand(den * sp.conjugate(den))
    claim = 2 * K * A**2 / ((A**2 - W**2 - sg * Js * W)**2 + 4 * K**2 * W**2)
    assert sp.expand(sp.numer(sp.together(reG - claim))) == 0
    total += reG / 2
g_def = sp.cancel(sp.together(2 * K * A**2 / total))
S, b = W**2, Js**2 + 4 * K**2 - 2 * A**2
c, E = b + 2 * A**2, A**4 + b * S + S**2
g_claim = E - 4 * Js**2 * S * (A**2 - S)**2 / E
dg_claim = b - 4 * Js**2 + 2 * S + 4 * Js**2 * c * S * (2 * A**4 + b * S) / E**2
assert sp.expand(sp.numer(sp.together(g_def - g_claim))) == 0
assert sp.expand(sp.numer(sp.together(sp.diff(g_def, W) - 2 * W * dg_claim))) == 0

# coalescence rate, peak counts, quartic top, series coefficients, damping
for J in (0.0, 0.3, 1.0, 3.0):
    a = 1.0
    k0 = kc(a, J)
    assert abs(flat_rate(a, J) / k0 - 1) < 1e-10
    assert count_maxima(a, J, 0.99 * k0) == 2
    for fac in (0.05, 0.3, 0.7):
        assert count_maxima(a, J, fac * k0) >= 2
    for fac in (1.01, 1.5, 4.0):
        assert count_maxima(a, J, fac * k0) == 1
    assert np.all(np.diff(spectrum(a, J, k0, np.linspace(0, 30, 3001))) < 0)
    assert abs(moment(a, J, k0, 1) / (2 * k0 / a**2) - 1) < 1e-10
    quartic = -(a**4 + 4 * J**2 * (J**2 + 4 * k0**2)) / a**8
    assert abs(moment(a, J, k0, 5) / moment(a, J, k0, 1) / quartic - 1) < 1e-8
    a2, k2 = 1.3, 0.37
    kap = 2 * k2 + 1j * J
    assert abs(moment(a2, J, k2, 3) - ((kap**3 - 2 * a2**2 * kap) / a2**6).real) < 1e-9
    assert abs(moment(a2, J, k2, 4) - ((kap**4 - 3 * a2**2 * kap**2 + a2**4) / a2**8).real) < 1e-9
    # tolerance set by the second-order term, of relative size R|kappa|/a^2
    assert abs((flat_rate(a2, J, 1e-5) - kc(a2, J)) / 1e-5 / slope(a2, J) - 1) < 2e-3
    for R in (0.05, 0.3, 1.0):
        assert count_maxima(a, J, k0, R) == 1
n_counter = count_maxima(1.0, 3.0, 0.01, 0.6)
assert n_counter == 3

# pole limits
def poles(a, J, k):
    lam, V = np.linalg.eig(liou(a, J, k))
    weight = (f.conj() @ V) * np.linalg.solve(V, f) / 4
    idx = np.argsort(np.abs(lam))
    return lam[idx], weight[idx]

a, J, R = 1.0, 0.5, 0.02
C = np.sqrt(a**2 + J**2 / 4)
lam, wt = poles(a, J, 1e-5)
pm = np.array([1, 1, -1, -1])
assert np.allclose(np.abs(lam.imag), C - pm * J / 2, atol=1e-8)
assert np.allclose(-lam.real / 1e-5, 1 - pm * J / (2 * C), rtol=1e-4)
assert np.allclose(wt.real, (1 + pm * J / (2 * C)) / 4, atol=1e-6)
slow = poles(1.0, 30.0, flat_rate(1.0, 30.0))[0][:2]
kap = 2 * kc(1.0, 30.0) + 30j
assert np.allclose(np.sort(slow.imag), np.sort([(-1 / kap).imag, (1 / kap).imag]), rtol=5e-3)
assert np.allclose(np.abs(slow.real / slow.imag), np.sqrt(3), rtol=5e-3)
assert np.allclose(np.abs(poles(1.0, 0.0, kc(1.0, 0.0))[0].imag), 1 / np.sqrt(2))
assert np.abs(poles(1.0, 0.0, 0.99)[0].imag).min() > 0.1
assert np.abs(poles(1.0, 0.0, 1.01)[0].imag).max() < 1e-6

# worked example; internal energy unit U = 1e-13 eV
U, T = 1e-13, 250.0
hbar, h, kBT = sc.hbar / sc.e, sc.h / sc.e, sc.k * T / sc.e

def stationary_points(k):
    bb = J**2 + 4 * k**2 - 2 * a**2
    Ep = np.poly1d([1, bb, a**4])
    quintic = np.poly1d([2, bb - 4 * J**2]) * Ep * Ep \
        + 4 * J**2 * (bb + 2 * a**2) * np.poly1d([bb, 2 * a**4, 0])
    r = quintic.roots
    return int(np.sum((np.abs(r.imag) < 1e-9) & (r.real > 0)))

lo, hi = 0.02, 0.8 * kc(a, J)
assert stationary_points(lo) == 3 and stationary_points(hi) == 1
for _ in range(45):
    mid = (lo + hi) / 2
    lo, hi = (mid, hi) if stationary_points(mid) == 3 else (lo, mid)
k_four = lo
assert count_maxima(a, J, 0.98 * k_four) == 4 and count_maxima(a, J, 1.02 * k_four) == 2
k_num, k_R = flat_rate(a, J), flat_rate(a, J, R)
assert count_maxima(a, J, 0.99 * k_R, R) == 2 and count_maxima(a, J, 1.01 * k_R, R) == 1
k_hertz_form = np.pi * np.sqrt((2 * a * U / h)**2 + 6 * (J * U / h)**2) / np.sqrt(2)
assert abs(k_hertz_form / (k_num * U / hbar) - 1) < 1e-10
barrier = lambda k: kBT * np.log(kBT / (h * k * U / hbar))
pc = poles(a, J, k_num)[0]

print(f"delta = {2*a*U:.3e} eV, a = {a*U:.3e} eV")
print(f"J = {J*U:.3e} eV, R = {R*U:.3e} eV")
print(f"T = {T:.1f} K, kB T = {kBT:.6f} eV")
print(f"C = {C*U:.5e} eV, J/(2C) = {J/(2*C):.5f}")
print(f"inner lines at +-{abs(lam[0].imag)*U:.5e} eV, weight {wt[0].real:.5f}")
print(f"outer lines at +-{abs(lam[2].imag)*U:.5e} eV, weight {wt[2].real:.5f}")
print(f"slow half-width/k: inner {-lam[0].real/1e-5:.4f}, outer {-lam[2].real/1e-5:.4f}")
print(f"four peaks become two at k = {k_four*U:.4e} eV")
print(f"delta^2 + 6 J^2 = {(4*a*a+6*J*J)*U*U:.4e} eV^2")
print(f"kc formula = {kc(a, J)*U:.6e} eV = {k_hertz_form:.3f} 1/s")
print(f"kc Liouvillian root = {k_num*U:.6e} eV")
print(f"kc with J dropped = {kc(a, 0)*U:.6e} eV = {kc(a, 0)*U/hbar:.3f} 1/s")
print(f"ratio kc/kc(J=0) = {kc(a, J)/kc(a, 0):.5f}")
print(f"at kc: b = {(J*J+4*k_num**2-2*a*a)*U*U:.4e} eV^2, c = {(J*J+4*k_num**2)*U*U:.4e} eV^2")
print(f"at kc: I(0) = {moment(a, J, k_num, 1)/U:.5e} 1/eV")
print(f"at kc: quartic coefficient / I(0) = {moment(a, J, k_num, 5)/moment(a, J, k_num, 1)/U**4:.4e} 1/eV^4")
print(f"at kc: narrow poles {pc[0].real*U:.4e} +- {abs(pc[0].imag)*U:.4e} i eV")
print(f"at kc: broad poles {pc[2].real*U:.4e} +- {abs(pc[2].imag)*U:.4e} i eV")
print(f"dk/dR = {slope(a, J):.5f}, first-order shift = {slope(a, J)*R*U:.4e} eV")
print(f"k(R) first order = {(kc(a, J)+slope(a, J)*R)*U:.5e} eV")
print(f"k(R) exact = {k_R*U:.5e} eV = {k_R*U/hbar:.3f} 1/s")
print(f"relative lowering by R = {100*(1-k_R/k_num):.2f} %")
print(f"barrier from kc = {barrier(k_num):.5f} eV")
print(f"barrier with J dropped = {barrier(kc(a, 0)):.5f} eV, error {barrier(kc(a, 0))-barrier(k_num):.5f} eV")
print(f"barrier from k(R) = {barrier(k_R):.5f} eV, change {barrier(k_R)-barrier(k_num):.5f} eV")
print(f"J = 30 a at kc: width/offset = {abs(slow[0].real/slow[0].imag):.4f}, sqrt 3 = {np.sqrt(3):.4f}")
print(f"dk/dR at J = 0: {slope(1, 0):.4f}; at J = 3a: {slope(1, 3):.3f}")
print(f"J = 3a, R = 0.6a, k = 0.01a: number of maxima = {n_counter}")
print(f"area under I(w) = {area:.6f}")
print("done: every assertion held")
```

Printed output:

```
delta = 2.000e-13 eV, a = 1.000e-13 eV
J = 5.000e-14 eV, R = 2.000e-15 eV
T = 250.0 K, kB T = 0.021543 eV
C = 1.03078e-13 eV, J/(2C) = 0.24254
inner lines at +-7.80776e-14 eV, weight 0.31063
outer lines at +-1.28078e-13 eV, weight 0.18937
slow half-width/k: inner 0.7575, outer 1.2425
four peaks become two at k = 2.1725e-14 eV
delta^2 + 6 J^2 = 5.5000e-26 eV^2
kc formula = 8.291562e-14 eV = 125.971 1/s
kc Liouvillian root = 8.291562e-14 eV
kc with J dropped = 7.071068e-14 eV = 107.428 1/s
ratio kc/kc(J=0) = 1.17260
at kc: b = 1.0000e-26 eV^2, c = 3.0000e-26 eV^2
at kc: I(0) = 1.65831e+13 1/eV
at kc: quartic coefficient / I(0) = -4.0000e+52 1/eV^4
at kc: narrow poles -5.2583e-14 +- 4.3338e-14 i eV
at kc: broad poles -1.1325e-13 +- 9.3338e-14 i eV
dk/dR = -0.81818, first-order shift = -1.6364e-15 eV
k(R) first order = 8.12793e-14 eV
k(R) exact = 8.13144e-14 eV = 123.538 1/s
relative lowering by R = 1.93 %
barrier from kc = 0.52664 eV
barrier with J dropped = 0.53007 eV, error 0.00343 eV
barrier from k(R) = 0.52706 eV, change 0.00042 eV
J = 30 a at kc: width/offset = 1.7317, sqrt 3 = 1.7321
dk/dR at J = 0: -0.3750; at J = 3a: -18.181
J = 3a, R = 0.6a, k = 0.01a: number of maxima = 3
area under I(w) = 3.141593
done: every assertion held
```
